# Why hot-electron energy loss to intervalley phonons barely depends on temperature: test program

```python
# RESULT UNDER TEST
# Zeroth-order intervalley scattering of an electron of energy E by a phonon hw:
#   total rate  = C [(2N+1) S - Delta]
#   energy loss = C hw [S - (2N+1) Delta]
# S, Delta = half sum and half difference of the final densities of states
# g(E+hw), g(E-hw); N = phonon occupation; C = pi D^2 Z/(rho omega).
# Thus heating the lattice raises the rate but hardly alters the loss if E is
# far above the mean oscillator energy ebar = hw (N + 1/2).
# Energies are in eV and rates in 1/s unless a name or comment says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

hbar, qe, me = const.hbar, const.e, const.m_e
kB = const.k / qe                       # eV/K

# Round model parameters
HW = 0.060                              # phonon energy, eV
E0 = 1.0                                # electron energy, eV
D_eVcm = 5e8                            # intervalley coupling, eV/cm
Z = 5                                   # number of final valleys
rho = 2300.0                            # mass density, kg/m^3
ml, mt = 0.9, 0.2                       # valley masses / electron mass
alpha = 0.5                             # nonparabolicity, 1/eV
Xi, sound = 9.0, 9000.0                 # acoustic potential eV, speed m/s
gap = 1.1                               # band gap, eV
temps = (77.0, 300.0, 600.0)
D = D_eVcm * 100 * qe                   # J/m
md = (ml * mt**2) ** (1 / 3) * me       # density-of-states mass, kg


def bose(T, hw=HW):
    return 1 / np.expm1(hw / (kB * T))


def dos(E):
    """Parabolic density of states per valley and spin, 1/(J m^3)."""
    return (2 * md) ** 1.5 * np.sqrt(max(E, 0) * qe) / (4 * np.pi**2 * hbar**3)


def dos_nonparabolic(E):
    return dos(E) * np.sqrt(1 + alpha * E) * (1 + 2 * alpha * E)


def dos_falling(E, width=1.5):
    """Model band of finite width; its density falls above width/2."""
    return dos(E) * np.sqrt(max(1 - E / width, 0))


def prefactor(hw=HW):
    return np.pi * D**2 * Z / (rho * hw * qe / hbar)


def channels(E, N, g=dos, hw=HW):
    """Absorption and emission rates."""
    c = prefactor(hw)
    return c * N * g(E + hw), c * (N + 1) * g(E - hw)


def loss(E, N, g=dos, hw=HW):
    absorbed, emitted = channels(E, N, g, hw)
    return hw * (emitted - absorbed)


def paired_formulas(E, N, g=dos):
    S = (g(E + HW) + g(E - HW)) / 2
    Delta = (g(E + HW) - g(E - HW)) / 2
    c = prefactor()
    return c * ((2*N + 1) * S - Delta), c * HW * (S - (2*N + 1) * Delta)


# Phonon weights from numerically found oscillator states (dimensionless x)
x = np.linspace(-12, 12, 301)
dx = x[1] - x[0]
sep = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(sep == 0, 1, sep)
kinetic = np.where(sep == 0, np.pi**2 / 6, (-1.0) ** np.abs(sep) / safe**2) / dx**2
levels_osc, states = np.linalg.eigh(kinetic + np.diag(x**2 / 2))
xmat = states.T @ (x[:, None] * states)
nmax = 35
for T in temps:
    weight = np.exp(-(levels_osc[:nmax] - levels_osc[0]) * HW / (kB * T))
    weight /= weight.sum()
    up = sum(weight[n] * 2 * xmat[n + 1, n]**2 for n in range(nmax))
    down = sum(weight[n] * 2 * xmat[n - 1, n]**2 for n in range(1, nmax))
    assert abs(up - bose(T) - 1) < 1e-6 and abs(down - bose(T)) < 1e-6

# Golden rule as an explicit sum over final wavevectors in an ellipsoidal valley.
# A narrow Gaussian stands for the energy delta function.
npts, emax, sigma = 130, 1.2, 0.015
kaxes, eaxes = [], []
for mass in (ml * me, mt * me, mt * me):
    kmax = np.sqrt(2 * mass * emax * qe) / hbar
    k = (np.arange(npts) + 0.5) * kmax / npts
    kaxes.append(k)
    eaxes.append((hbar * k)**2 / (2 * mass * qe))
ek = eaxes[0][:, None, None] + eaxes[1][None, :, None] + eaxes[2][None, None, :]
ek = ek[ek < emax]
cell = np.prod([k[1] - k[0] for k in kaxes])


def golden_sum(E_final):
    delta = np.exp(-((ek - E_final) / sigma)**2 / 2) / (sigma * np.sqrt(2*np.pi) * qe)
    states_per_energy = 8 * cell * delta.sum() / (2 * np.pi)**3
    element_sq = D**2 * hbar / (2 * rho * HW * qe / hbar)   # times volume
    return 2 * np.pi / hbar * element_sq * Z * states_per_energy


sum_up, sum_down = golden_sum(E0 + HW), golden_sum(E0 - HW)
summed_loss = {}
rate, power = {}, {}
for T in temps:
    N = bose(T)
    rate[T], power[T] = paired_formulas(E0, N)
    summed_rate = N * sum_up + (N + 1) * sum_down
    summed_loss[T] = HW * ((N + 1) * sum_down - N * sum_up)
    assert abs(summed_rate / rate[T] - 1) < 2e-4
    assert abs(summed_loss[T] / power[T] - 1) < 2e-4
    ebar = HW * (N + 0.5)
    base = prefactor() * dos(E0)
    # Neglected curvature terms are of relative order (hw/E)^2.
    assert abs(power[T] / (base * HW * (1 - ebar / E0)) - 1) < 1e-3
    assert abs(rate[T] / (base * (2*N + 1 - HW / (2*E0))) - 1) < 1e-3
    # The short form of the loss per collision omits terms of order ebar/E.
    assert abs(power[T] / rate[T] / (HW / (2*N + 1)) - 1) < 0.05
change_sum = summed_loss[600.0] - summed_loss[300.0]
change_formula = power[600.0] - power[300.0]
assert abs(change_sum / change_formula - 1) < 2e-3
assert rate[600.0] / rate[300.0] > 1.5
assert abs(power[600.0] / power[300.0] - 1) < 0.03

# General band: the logarithmic slope of the density of states sets the change
slope_np = ((1 + 2*alpha*E0) / (2*E0*(1 + alpha*E0)) + 2*alpha / (1 + 2*alpha*E0))
for T in temps:
    approx = (prefactor() * HW * dos_nonparabolic(E0)
              * (1 - 2 * HW * (bose(T) + 0.5) * slope_np))
    assert abs(loss(E0, bose(T), dos_nonparabolic) / approx - 1) < 2e-3


def percent_change(function):
    return 100 * (function(bose(600.0)) / function(bose(300.0)) - 1)


change_np = percent_change(lambda N: loss(E0, N, dos_nonparabolic))
change_fall = percent_change(lambda N: loss(E0, N, dos_falling))
assert change_np < 0 < change_fall

# Leading loss does not depend on phonon energy at fixed coupling
half_phonon = loss(E0, bose(300.0, HW/2), hw=HW/2) / power[300.0]
assert abs(half_phonon - 1) < 0.02

# Energy at which mean gain and loss balance
balance = {}
for T in (300.0, 600.0):
    ebar = HW * (bose(T) + 0.5)
    balance[T] = brentq(lambda E: loss(E, bose(T)), HW, 0.3)
    assert abs(balance[T] - (ebar + HW**2 / (4 * ebar))) < 1e-9
    assert loss(0.9 * balance[T], bose(T)) < 0 < loss(1.1 * balance[T], bose(T))

# Master equation for the occupation of energies separated by one phonon
start = int(np.floor(E0 / HW))
ladder = E0 + HW * (np.arange(50) - start)


def generator(T):
    M = np.zeros((ladder.size, ladder.size))
    for i, E in enumerate(ladder):
        up_rate, down_rate = channels(E, bose(T))
        if i + 1 < ladder.size:
            M[i + 1, i] = up_rate
        if i > 0:
            M[i - 1, i] = down_rate
        M[i, i] = -M[:, i].sum()
    return M


t_cool = 0.3e-12
cooled, spread = {}, {}
for T in temps:
    M = generator(T)
    early = expm(M * 1e-15)[:, start]
    early_var = early @ ladder**2 - (early @ ladder)**2
    assert abs(early_var / (HW**2 * rate[T] * 1e-15) - 1) < 0.01
    later = expm(M * t_cool)[:, start]
    cooled[T] = later @ ladder
    spread[T] = np.sqrt(later @ ladder**2 - cooled[T]**2)
    drift = solve_ivp(lambda t, y: [-loss(y[0], bose(T)) * 1e-12],
                      (0, t_cool * 1e12), [E0], rtol=1e-8, atol=1e-10).y[0, -1]
    # Drift of a single energy omits the effect of the spread on the mean.
    assert abs(cooled[T] - drift) < 0.010
assert spread[77.0] < spread[300.0] < spread[600.0]
final = expm(generator(600.0) * 100e-12)[:, start]
thermal = np.array([dos(E) for E in ladder]) * np.exp(-ladder / (kB * 600))
assert np.max(np.abs(final - thermal / thermal.sum())) < 1e-6

# Acoustic phonons omitted by the model: sum over all phonon wavevectors
k0 = np.sqrt(2 * md * E0 * qe) / hbar
shift = md * sound / hbar


def acoustic(T):
    """Scattering rate in 1/s and net loss in eV/s, linear dispersion."""
    A = md * (Xi * qe)**2 / (4 * np.pi * hbar**2 * k0 * rho * sound)

    def occupation(u):
        return 1 / np.expm1(hbar * sound * u * k0 / (const.k * T))
    lim_em, lim_ab = 2 * (1 - shift / k0), 2 * (1 + shift / k0)
    em2 = quad(lambda u: (occupation(u) + 1) * u**2, 1e-9, lim_em)[0]
    ab2 = quad(lambda u: occupation(u) * u**2, 1e-9, lim_ab)[0]
    em3 = quad(lambda u: (occupation(u) + 1) * u**3, 1e-9, lim_em)[0]
    ab3 = quad(lambda u: occupation(u) * u**3, 1e-9, lim_ab)[0]
    return A * k0**3 * (em2 + ab2), A * hbar * sound * k0**4 * (em3 - ab3) / qe


ac = {T: acoustic(T) for T in (300.0, 600.0)}
for T in ac:
    leading = 2 * np.pi * hbar * (Xi * qe)**2 * k0**2 * dos(E0) / rho / qe
    # Finite phonon energy relative to kT accounts for the tolerance.
    assert abs(ac[T][1] / leading - (1 - 2 * kB * T / E0)) < 0.015
both_rate = 100 * ((rate[600.0] + ac[600.0][0]) / (rate[300.0] + ac[300.0][0]) - 1)
both_loss = 100 * ((power[600.0] + ac[600.0][1]) / (power[300.0] + ac[300.0][1]) - 1)

# Other omissions
soft = 0.98 * HW
soft_effect = 100 * (loss(E0, bose(600.0, soft), hw=soft) / power[600.0] - 1)
T_hot, density = 2000.0, 1e24           # electron temperature K, density 1/m^3
Nc = 12 * (md * const.k * T_hot / (2 * np.pi * hbar**2)) ** 1.5
occupied = density / Nc * np.exp(-(E0 - HW) / (kB * T_hot))
assert E0 < gap and occupied < 0.01

print(f"Electron {E0:.1f} eV; phonon {HW*1e3:.0f} meV; D {D_eVcm:.1e} eV/cm; Z {Z}")
print(f"Density {rho/1000:.1f} g/cm3; ml {ml}, mt {mt}, md {md/me:.3f} m_e")
print(f"C*g(E) = {prefactor()*dos(E0)*1e-12:.2f} 1/ps")
print(f"C*hw*g(E) = {prefactor()*dos(E0)*HW*1e-12:.3f} eV/ps")
for T in temps:
    N = bose(T)
    a, e = channels(E0, N)
    spont = e / (N + 1)
    print(f"T = {T:.0f} K: N = {N:.4f}, ebar = {HW*(N+.5)*1e3:.1f} meV")
    print(f"  absorption {a*1e-12:.3f}, emission {e*1e-12:.3f} 1/ps")
    print(f"  total rate {rate[T]*1e-12:.2f} 1/ps, net loss {power[T]*1e-12:.3f} eV/ps")
    print(f"  spontaneous loss {HW*spont*1e-12:.3f} eV/ps")
    print(f"  stimulated loss {HW*N*spont*1e-12:.4f} eV/ps")
    print(f"  absorbed power {HW*a*1e-12:.4f} eV/ps")
    print(f"  mean loss per collision {power[T]/rate[T]*1e3:.1f} meV")
    print(f"  after {t_cool*1e12:.1f} ps: mean {cooled[T]:.3f}, spread {spread[T]:.3f} eV")
print("Changes from 300 to 600 K (total rate, net loss):")
for E in (0.1, 0.3, 1.0):
    dr = percent_change(lambda N: sum(channels(E, N)))
    dp = percent_change(lambda N: loss(E, N))
    print(f"  E = {E:.1f} eV: {dr:+.1f} %, {dp:+.1f} %")
for T in balance:
    print(f"Zero net loss at {T:.0f} K: E* = {balance[T]*1e3:.1f} meV")
print(f"Loss ratio, 30 meV to 60 meV phonon, 300 K: {half_phonon:.4f}")
print(f"Falling-DOS model (width 1.5 eV), loss change: {change_fall:+.1f} %")
print("Neglected effects, sized for the example:")
print(f"  nonparabolicity {alpha} 1/eV: loss change {change_np:+.1f} %")
np_ratio = loss(E0, bose(300.0), dos_nonparabolic) / power[300.0]
print(f"  nonparabolic/parabolic loss at 300 K: {np_ratio:.2f}")
print(f"  acoustic inputs: {Xi:.0f} eV, {sound:.0f} m/s")
for T in ac:
    print(f"  acoustic {T:.0f} K: {ac[T][0]*1e-12:.2f} 1/ps, {ac[T][1]*1e-12:.3f} eV/ps")
print(f"  with acoustic: rate {both_rate:+.1f} %, loss {both_loss:+.1f} % (300-600 K)")
print(f"  2 % softer phonon at 600 K: loss {soft_effect:+.3f} %")
print(f"  broadening hbar*rate at 600 K: {hbar*rate[600.0]/qe*1e3:.1f} meV")
print(f"  final-state occupation (1e18 cm-3, 2000 K): {occupied:.1e}")
print(f"  margin below {gap} eV ionization minimum: {gap-E0:.1f} eV")
print("PASS")
```

Printed output:

```
Electron 1.0 eV; phonon 60 meV; D 5.0e+08 eV/cm; Z 5
Density 2.3 g/cm3; ml 0.9, mt 0.2, md 0.330 m_e
C*g(E) = 19.39 1/ps
C*hw*g(E) = 1.164 eV/ps
T = 77 K: N = 0.0001, ebar = 30.0 meV
  absorption 0.002, emission 18.805 1/ps
  total rate 18.81 1/ps, net loss 1.128 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.0001 eV/ps
  absorbed power 0.0001 eV/ps
  mean loss per collision 60.0 meV
  after 0.3 ps: mean 0.693, spread 0.122 eV
T = 300 K: N = 0.1089, ebar = 36.5 meV
  absorption 2.174, emission 20.850 1/ps
  total rate 23.02 1/ps, net loss 1.121 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.1228 eV/ps
  absorbed power 0.1304 eV/ps
  mean loss per collision 48.7 meV
  after 0.3 ps: mean 0.695, spread 0.135 eV
T = 600 K: N = 0.4563, ebar = 57.4 meV
  absorption 9.112, emission 27.384 1/ps
  total rate 36.50 1/ps, net loss 1.096 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.5148 eV/ps
  absorbed power 0.5467 eV/ps
  mean loss per collision 30.0 meV
  after 0.3 ps: mean 0.703, spread 0.170 eV
Changes from 300 to 600 K (total rate, net loss):
  E = 0.1 eV: +78.6 %, -39.0 %
  E = 0.3 eV: +62.2 %, -8.0 %
  E = 1.0 eV: +58.5 %, -2.2 %
Zero net loss at 300 K: E* = 61.2 meV
Zero net loss at 600 K: E* = 73.1 meV
Loss ratio, 30 meV to 60 meV phonon, 300 K: 1.0085
Falling-DOS model (width 1.5 eV), loss change: +2.0 %
Neglected effects, sized for the example:
  nonparabolicity 0.5 1/eV: loss change -5.3 %
  nonparabolic/parabolic loss at 300 K: 2.33
  acoustic inputs: 9 eV, 9000 m/s
  acoustic 300 K: 11.81 1/ps, 0.123 eV/ps
  acoustic 600 K: 22.51 1/ps, 0.117 eV/ps
  with acoustic: rate +69.4 %, loss -2.5 % (300-600 K)
  2 % softer phonon at 600 K: loss +0.025 %
  broadening hbar*rate at 600 K: 24.0 meV
  final-state occupation (1e18 cm-3, 2000 K): 8.7e-06
  margin below 1.1 eV ionization minimum: 0.1 eV
PASS
```
